Classical Capture by a C₆ Attraction and Its Quantum Limits

Two different, structureless particles of reduced mass μ approach each other with relative speed v and collision energy E = μv²/2. Their dispersion attraction is V(r) = −C₆/r⁶ with C₆ > 0. Any pair that reaches short range reacts or is lost, so nothing comes back out. The form −C₆/r⁶ is assumed to hold at all distances that decide whether a pair gets in; retardation and internal structure are left out. The algebra uses atomic units, in which ħ = 1. Numbers are in eV and Å.

**(a) The barrier. For impact parameter b, find the position and height of the barrier in the radial motion.**

The angular momentum L = μvb is conserved. Since L² = μ²v²b² = 2μEb², the centrifugal energy is L²/(2μr²) = Eb²/r². The radial motion therefore takes place in the effective potential

V_eff(r) = Eb²/r² − C₆/r⁶.

Its slope is

dV_eff/dr = −2Eb²/r³ + 6C₆/r⁷ = (2/r⁷)(3C₆ − Eb²r⁴).

The slope is positive at small r and negative at large r, and it changes sign once. There is thus a single maximum, at

r_b⁴ = 3C₆/(Eb²).

At this point C₆/r_b⁶ = (C₆/r_b⁴)/r_b² = Eb²/(3r_b²), so the attraction cancels one third of the centrifugal energy:

V_max = (2/3) Eb²/r_b².

Inserting 1/r_b² = (Eb²)^(1/2)/(3C₆)^(1/2) gives

V_max = (2/3)(Eb²)^(3/2)/(3C₆)^(1/2).

At fixed E the height grows as b³.

**(b) The cross section. Which impact parameters lead to capture, and what is the cross section?**

A pair passes inward if E > V_max and turns back if E < V_max. Because V_max rises with b, all impact parameters below one critical value b_c are captured and all larger ones are not. The critical value follows from V_max = E:

(Eb_c²)^(3/2) = (3/2) E (3C₆)^(1/2).

Raise both sides to the power 2/3. The numerical factor becomes (9/4)^(1/3) · 3^(1/3) = (27/4)^(1/3), so

Eb_c² = (27/4)^(1/3) E^(2/3) C₆^(1/3).

Divide by E and write 27/4 = (27/8) · 2:

b_c² = (27C₆/(4E))^(1/3) = (3/2)(2C₆/E)^(1/3).

The captured trajectories fill a disc of area πb_c², hence

σ(E) = (3π/2)(2C₆/E)^(1/3).

The barrier radius r₀ of the critical trajectory follows from V_max = (2/3)Eb_c²/r₀² = E:

r₀² = (2/3)b_c², r₀ = (2C₆/E)^(1/6).

Thus σ = (3/2)πr₀². The capture disc is larger than a disc of radius r₀ because the attraction bends trajectories inward.

The formula also has an upper energy limit. As E rises, r₀ shrinks, and the result fails once r₀ enters the region where the charge clouds overlap or where higher dispersion terms, beginning with −C₈/r⁸, matter.

**(c) The rate constant. Average vσ over a thermal distribution at temperature T.**

With v = (2E/μ)^(1/2),

vσ = (3π/2)(2C₆)^(1/3)(2/μ)^(1/2) E^(1/6),

because 1/2 − 1/3 = 1/6. Faster pairs meet more often but are captured from a smaller disc, and the two effects nearly cancel.

The relative velocity has a Maxwell distribution with mass μ:

4πv² (μ/(2πk_BT))^(3/2) exp(−μv²/(2k_BT)) dv.

To change to energy, use dE = μv dv, so that v² dv = v dE/μ = (2E)^(1/2) μ^(−3/2) dE. The masses cancel, and the constants combine to 4π√2/(2π)^(3/2) = 2/√π. The energy distribution is

(2/√π)(k_BT)^(−3/2) E^(1/2) exp(−E/(k_BT)) dE.

Setting t = E/(k_BT) gives

⟨E^(1/6)⟩ = (2/√π)(k_BT)^(1/6) ∫₀^∞ t^(2/3) e^(−t) dt = (2/√π) Γ(5/3)(k_BT)^(1/6).

The remaining factors are (3π/2) · √2 · (2/√π) = 3√(2π). Therefore

k(T) = 3√(2π) Γ(5/3)(2C₆)^(1/3) μ^(−1/2)(k_BT)^(1/6).

**(d) Numbers. Take the round model values C₆ = 1000 eV Å⁶ and μ = 20 u. Evaluate σ at E = 0.001 eV and k at k_BT = 0.001 eV.**

Here 2C₆/E = 2 × 10⁶ Å⁶, so

r₀ = (2 × 10⁶)^(1/6) Å = 11.22 Å,
b_c = (3/2)^(1/2) r₀ = 13.75 Å,
σ = πb_c² = 594 Å² = 5.94 × 10⁻¹⁴ cm².

The speed is 9.823 × 10¹¹ Å/s, which gives vσ = 5.832 × 10¹⁴ Å³/s at this single energy. The thermal average multiplies it by (2/√π)Γ(5/3) = 1.1284 × 0.9027 = 1.0186:

k = 5.94 × 10¹⁴ Å³/s = 5.94 × 10⁻¹⁰ cm³/s.

The temperature is 11.6 K. Raising it tenfold multiplies the classical rate by only 10^(1/6) = 1.468.

These digits belong to the pure −C₆/r⁶ model. A C₆ of this size, about 1670 atomic units, is typical of alkali pairs, and for such pairs the upper limit of part (b) is already felt. Adding −C₈/r⁸ with C₈/C₆ = 21 Å² (75 in atomic units) raises the classical σ by 5% at 0.001 eV and by about 1% at 10⁻⁵ eV.

**(e) Partial waves. Express the classical result as a count of partial waves, and bound the error of replacing the count by a continuous disc.**

Let k without an argument denote the wave number, k² = 2μE. A plane wave of unit density contains, for each l, the term (2l + 1) i^l j_l(kr) P_l(cos θ), where this P_l is a Legendre polynomial. At large r its incoming half has magnitude (2l + 1)|P_l(cos θ)|/(2kr). The squared polynomial integrates over all directions to 4π/(2l + 1), so the inward current is

v r² · (2l + 1)²/(4k²r²) · 4π/(2l + 1) = v(π/k²)(2l + 1).

From here on P_l is the probability that wave l reaches short range. Dividing the lost current by the incident flux v gives

σ = (π/k²) Σ (2l + 1)P_l.

The quantum centrifugal energy l(l + 1)/(2μr²) equals Eb²/r² when l(l + 1) = k²b². The barrier lies below E if l(l + 1) ≤ L_c², where L_c = kb_c. It helps to define a length and an energy:

β = (2μC₆)^(1/4), E₆ = 1/(2μβ²).

Then E/E₆ = (kβ)² and C₆/E = β⁴/k², so

L_c² = k²(27β⁴/(4k²))^(1/3) = (27/4)^(1/3)(kβ)^(4/3),

L_c = (27/4)^(1/6)(E/E₆)^(1/3).

Suppose that P_l = 1 when the barrier lies below E and P_l = 0 otherwise. If N waves pass, l = 0 to N − 1, then Σ(2l + 1) = N² and σ = πN²/k². The classical value is πb_c² = πL_c²/k². The question is how far N² lies from L_c².

Put X² = L_c² + 1/4. Since l(l + 1) + 1/4 = (l + 1/2)², the last wave that passes obeys N − 1/2 ≤ X, and the first that fails obeys N + 1/2 > X. Thus X − 1/2 < N ≤ X + 1/2. Squaring and subtracting L_c² = X² − 1/4 gives

−X + 1/2 < N² − L_c² ≤ X + 1/2.

Relative to the classical cross section, the error of this sharp count is at most (X + 1/2)/L_c², which tends to 1/L_c when L_c is large. Many partial waves make the sum behave as an integral over a disc.

For the model pair β = 55.6 Å and E₆ = 3.38 × 10⁻⁸ eV. At E = 0.001 eV, L_c = 42.53 and L_c² = 1808.4. The wave l = 42 has l(l + 1) = 1806 and just passes, so N = 43 and N² = 1849. The sharp count is 2.2% above the classical value.

**(f) The edge of the disc. How does tunnelling change the sharp cutoff when L_c is large?**

In the variable x = r/β, with ε = E/E₆ and λ = l(l + 1), the radial equation is

u″ + (ε − λ/x² + 1/x⁶)u = 0.

By part (a) the barrier top is at x_b⁴ = 3/λ, with height W = 2λ^(3/2)/(3√3). The second derivative there is

6λ/x_b⁴ − 42/x_b⁸ = 2λ² − 14λ²/3 = −8λ²/3.

With y the distance from the top, the barrier is W − a²y² to second order, where a² = 4λ²/3. Hence

u″ + (ε − W + a²y²)u = 0.

Let ν = (ε − W)/(2a). Far from the top the two solutions behave as |y|^(−1/2 ± iν) exp(±iay²/2). The upper sign describes a wave leaving the barrier, on either side. By symmetry the wave may be taken to arrive from negative y. On the far side there is then one wave, T y^(−1/2 + iν) exp(iay²/2).

Continue this solution along a large half circle y = |y|e^(iθ), from θ = 0 to π. For 0 < θ < π/2 the exponential is the decaying one, and for π/2 < θ < π it is the growing one. A solution that is purely decaying in one sector keeps its single-exponential form through the next, so its coefficient can be followed to θ = π. There it is the coefficient of the reflected wave:

R = T e^(iπ(−1/2 + iν)) = −iT e^(−πν).

The incident wave is small beside the growing exponential along the second quarter of the path, so this continuation does not yield its coefficient. Current conservation supplies it: for unit incident amplitude |R|² + |T|² = 1, and

P_l = |T|² = 1/(1 + e^(−2πν)) = 1/(1 + exp[π(W − ε)/a]).

For large l, λ ≈ (l + 1/2)², and ε equals W evaluated at λ = L_c². To first order in l + 1/2 − L_c,

W − ε ≈ (2L_c²/√3)(l + 1/2 − L_c), a ≈ 2L_c²/√3.

The common factor cancels:

P_l ≈ 1/(1 + exp[π(l + 1/2 − L_c)]).

At this order the edge is about one partial wave wide whatever the energy, and its share of the disc shrinks as L_c grows.

To see the effect without the parabolic approximation, the radial equation was integrated numerically outward from r = 0.1β, starting with a purely inward wave, and matched to free waves at large r. At E = 0.001 eV this gives the following probabilities, with the values of the last, linearised formula in brackets:

l = 40: 0.998 (0.998)
l = 41: 0.960 (0.962)
l = 42: 0.518 (0.520)
l = 43: 0.043 (0.045)
l = 44: 0.002 (0.002)

The wave l = 42 has weight 2l + 1 = 85 but is only about half captured, which removes 85 × 0.482 = 41.0 from the sharp count of 1849. The losses at l = 41 and 40 remove another 3.5, and the gains at l = 43 and 44 restore 3.9. The sum is 1808.4, equal to the classical 1808.4 at this precision. Agreement to so many digits is particular to this energy: at 10⁻⁴ eV the ratio of quantum to classical cross section is 1.0004. Tunnelling and reflection at the edge thus remove nearly all of the 2.2% counting error.

**(g) The opposite limit. What happens to the rate as E → 0?**

For l ≥ 1 the free wave at r ~ β has size (kβ)^(l+1) relative to its incoming amplitude. The current it feeds inward scales as (kβ)^(2l+2)/β, compared with an incoming current proportional to k, so P_l scales as (kβ)^(2l+1). The wave l = 0 therefore dominates.

At zero energy it obeys u″ + u/x⁶ = 0. Put u = √x F(z) with z = 1/(2x²), so that dz/dx = −2z/x. Differentiating twice,

u″ = x^(−3/2)[4z²F″ + 4zF′ − F/4],

while u/x⁶ = x^(−3/2) · 4z²F. Their sum vanishes if

z²F″ + zF′ + (z² − 1/16)F = 0,

which is Bessel's equation of order 1/4. At small x the inward wave must behave as e^(iz), since z grows inward and the time factor is e^(−iEt). This selects F = H^(1)_(1/4), which is proportional to J_(−1/4) − e^(−iπ/4)J_(1/4).

At large x, z is small and J_p(z) ≈ (z/2)^p/Γ(1 + p). Then √x J_(−1/4) → √2 x/Γ(3/4) and √x J_(1/4) → 1/(√2 Γ(5/4)). Up to a constant factor,

u → x − e^(−iπ/4) Γ(3/4)/(2Γ(5/4)) = x − ā(1 − i), ā = 2π/Γ(1/4)² = 0.478.

The last form uses Γ(5/4) = Γ(1/4)/4 and Γ(3/4)Γ(1/4) = π√2.

In the range β ≪ r ≪ 1/k this must match the outer wave e^(−ikr) − S e^(ikr) ≈ (1 − S) − ikr(1 + S). With α = āβ(1 − i), matching gives S ≈ 1 − 2ikα. To first order in k, |S|² = 1 + 4k Im α = 1 − 4kāβ, so

P₀ = 1 − |S|² → 4āβk.

The cross section tends to 4πāβ/k. Multiplication by v = k/μ gives a constant rate, 4πāβ/μ, which is 1.06 × 10¹⁴ Å³/s for the model pair. The classical rate would fall to zero as T^(1/6), so that law does not describe the threshold.

**(h) The condition. How many partial waves are enough?**

Summing the numerically computed P_l gives these ratios of quantum to classical cross section:

E = 10⁻⁹ eV: L_c = 0.43, ratio 1.584
E = 10⁻⁸ eV: L_c = 0.92, ratio 1.012
E = 10⁻⁷ eV: L_c = 1.97, ratio 0.973
E = 10⁻⁶ eV: L_c = 4.25, ratio 0.989
E = 10⁻⁵ eV: L_c = 9.16, ratio 0.997
E = 10⁻⁴ eV: L_c = 19.7, ratio 1.000

The near agreement at 10⁻⁸ eV does not show classical behaviour. There P₀ is 0.63 rather than 1, and the ratio is on its way from above one to below one.

Averaging the quantum vσ numerically over the Maxwell distribution gives a rate 2.48 times the classical one at k_BT = 10⁻¹⁰ eV. The ratio is 0.985 at 10⁻⁷ eV and 0.993 at 10⁻⁶ eV. Between the last two temperatures the quantum rate grows by a factor 1.479, close to the classical 1.468.

The justification is therefore L_c ≫ 1, which means E ≫ E₆ for the cross section and k_BT ≫ E₆ for the rate. L_c = 10 is a cautious working value, because even the sharp count then departs from the classical value by at most (X + 1/2)/L_c² = 10.5% of that value, and the computed ratio at L_c = 9.16 is already 0.997. For the model pair it corresponds to E = 1.3 × 10⁻⁵ eV. With complete loss and distinguishable particles, the smooth edge brings the error down to about 1% already at L_c ≈ 4. That faster agreement has been shown here for this case alone. If part of the wave returns from short range, P_l is no longer the barrier transmission, and the capture formula no longer gives σ by itself, even when L_c is large. Waves well above their barrier are then lost with the short-range loss probability p, so σ is roughly pπb_c², and waves near the barrier top can add resonances.
